# Effective series resistance of a distributed gate finger

A field-effect transistor for radio frequencies has a gate made of long, narrow metal fingers. The signal enters a finger at one end and charges the gate capacitance all along it. Different parts of the metal therefore carry different currents, and the resistance seen by the signal is not the one measured between the two ends.

Take a finger of width \(W\), the long dimension, with coordinate \(x\) running from the feed at \(x=0\) to the open end at \(x=W\). The metal has resistance \(r\) and the gate has capacitance \(c\) per unit of \(x\), both uniform, with totals \(R=rW\) and \(C=cW\). Source and drain are equipotentials along the finger, and at first the drain is held at zero signal voltage. Signals are complex peak amplitudes with time factor \(e^{j\omega t}\). The input impedance is \(Z=V_0/I_0\), where \(V_0\) and \(I_0\) are the voltage and current at the feed. The effective resistance \(R_{\rm eff}\) is the low-frequency value of \(\mathrm{Re}\,Z\), a resistance in series with the capacitance. The dimensionless measure of frequency is

\[
u=\omega RC .
\]

**(a) Write the equations of the finger and find the current distribution for \(u\ll1\).**

Let \(I(x)\) be the metal current towards larger \(x\), and \(V(x)\) the gate voltage relative to the source. Across a slice \(dx\) the voltage falls by \(rI\,dx\), and the current falls by the charging current \(j\omega cV\,dx\). Hence

\[
\frac{dV}{dx}=-rI,\qquad \frac{dI}{dx}=-j\omega cV,\qquad I(W)=0 .
\]

If the voltage is nearly uniform, the feed current has magnitude close to \(\omega C|V_0|\). The drop along the metal is then at most about \(R\,\omega C|V_0|=u|V_0|\). For \(u\ll1\) this is small compared with \(V_0\), so the assumption is consistent, and \(V\) may be replaced by \(V_0\) in the second equation. Integration from \(x\) to \(W\) gives

\[
I(W)-I(x)=-j\omega cV_0(W-x).
\]

Since \(I(W)=0\),

\[
I(x)=j\omega cV_0(W-x)=I_0\left(1-\frac{x}{W}\right),\qquad I_0=j\omega CV_0 .
\]

The current at \(x\) is what the gate beyond \(x\) needs. Equal widths need equal currents, so it falls linearly.

**(b) Use the power loss to find the effective resistance.**

The relation between loss and impedance follows from the line equations. The conjugate of the second one is \(dI^*/dx=+j\omega cV^*\), so

\[
\frac{d}{dx}(VI^*)=\frac{dV}{dx}I^*+V\frac{dI^*}{dx}
=-r|I|^2+j\omega c|V|^2 .
\]

Integrate from 0 to \(W\). The product \(VI^*\) vanishes at the open end, which leaves \(-V_0I_0^*\) on the left. After a change of sign,

\[
V_0I_0^*=\int_0^W r|I|^2dx-j\omega\int_0^W c|V|^2dx .
\]

The left side is \(Z|I_0|^2\). Its real part gives

\[
\mathrm{Re}\,Z=\int_0^W r\left|\frac{I(x)}{I_0}\right|^2dx .
\]

No low-frequency approximation has entered this identity. It enters now, through the linear current. With \(t=1-x/W\), so that \(dx=-W\,dt\),

\[
R_{\rm eff}=rW\int_0^1t^2\,dt=\frac{R}{3}.
\]

The mean current is half the feed current, but loss depends on the square of the current, whose mean is one third of its value at the feed.

This is not a direct-current resistance. An ideal capacitive gate draws no steady current, and as \(\omega\to0\) the loss \(\tfrac12|I_0|^2R/3\) vanishes as \(\omega^2\) at fixed \(V_0\). The ratio of loss to squared current keeps its limit.

**(c) Solve the line at any frequency and find how the result of (b) fails.**

Differentiate the first line equation and insert the second:

\[
\frac{d^2V}{dx^2}=-r\frac{dI}{dx}=j\omega rc\,V=\frac{\theta^2}{W^2}V,\qquad \theta^2=j\omega RC=ju .
\]

The open end requires \(dV/dx=0\) at \(x=W\), and the feed requires \(V(0)=V_0\). Both hold for

\[
V(x)=V_0\,\frac{\cosh[\theta(1-x/W)]}{\cosh\theta}.
\]

Its derivative brings down a factor \(-\theta/W\), so

\[
I(x)=-\frac1r\frac{dV}{dx}=\frac{\theta V_0}{R}\,\frac{\sinh[\theta(1-x/W)]}{\cosh\theta},
\qquad Z=\frac{V_0}{I(0)}=\frac{R\coth\theta}{\theta}.
\]

For small \(\theta\), put \(q=\theta^2\) and write \(\theta\coth\theta=1+a_1q+a_2q^2+a_3q^3+\dots\). Multiplying this by \(\sinh\theta/\theta\) must give \(\cosh\theta\):

\[
(1+a_1q+a_2q^2+a_3q^3)\left(1+\frac q6+\frac{q^2}{120}+\frac{q^3}{5040}\right)
=1+\frac q2+\frac{q^2}{24}+\frac{q^3}{720}
\]

up to order \(q^3\). Equal powers give

\[
a_1=\frac12-\frac16=\frac13,\qquad
a_2=\frac1{24}-\frac{a_1}{6}-\frac1{120}=-\frac1{45},
\]

\[
a_3=\frac1{720}-\frac{a_2}{6}-\frac{a_1}{120}-\frac1{5040}=\frac2{945}.
\]

Since \(Z=R(\theta\coth\theta)/q\),

\[
Z=R\left[\frac1q+\frac13-\frac q{45}+\frac{2q^2}{945}-\dots\right].
\]

With \(q=ju\) the first term is \(1/(j\omega C)\), the third is imaginary, and the fourth is real because \(q^2=-u^2\). Thus

\[
\mathrm{Re}\,Z=\frac R3\left(1-\frac{2u^2}{315}+\dots\right),\qquad
\mathrm{Im}\,Z=-\frac1{\omega C}\left(1+\frac{u^2}{45}+\dots\right).
\]

The first correction to the resistance is quadratic in \(u\) and has a small coefficient.

In the opposite limit, \(u\gg1\), the root is \(\theta=(1+j)\sqrt{u/2}\) and \(\coth\theta\to1\). Then

\[
Z\to\frac{R}{(1+j)\sqrt{u/2}}=\frac{R(1-j)}{\sqrt{2u}} .
\]

The signal now decays over a length \(W/\sqrt{u/2}\), and the far part of the finger is hardly driven. The smaller series resistance is therefore no gain: much of the gate has stopped working.

**(d) Let each slice have a general admittance. What do local series resistance and gate leakage do?**

Replace \(j\omega c\) by an admittance \(y\) per unit width, with total \(Y=yW\). The algebra of (c) is unchanged except that \(\theta^2=RY\), so

\[
Z=\frac1Y+\frac R3-\frac{R^2Y}{45}+\dots,\qquad |RY|\ll1 .
\]

The metal adds \(R/3\) to whatever impedance the gate would have with perfect metal.

Suppose first that each slice has a resistance in series with its capacitance, from the channel or from an interface under the metal. If all slices in parallel have resistance \(R_i\), then \(1/Y=R_i+1/(j\omega C)\), and the series resistance is \(R_i+R/3\). The factor one third applies to the metal resistance and not to \(R_i\), because each slice carries its own share of the current through its own series resistance.

Suppose instead that a leakage conductance \(G\) lies across the capacitance. Then \(Y=G+j\omega C\), and

\[
\mathrm{Re}\,\frac1Y=\frac{G}{G^2+\omega^2C^2}.
\]

As \(\omega\to0\) this tends to \(1/G\), which can be far larger than \(R/3\). For a leaky gate, "low frequency" thus means a window: \(u\ll1\), but \(\omega\) high enough for the leakage term to be small beside \(R/3\). In terms of \(u\) this is \(3GR\ll u^2\ll1\), which is possible only if \(GR\ll1\). The leakage term equals \(R/3\) when

\[
G^2+\omega^2C^2=\frac{3G}{R},\qquad
\omega=\frac1C\sqrt{\frac{3G}{R}-G^2}.
\]

**(e) In an amplifier the drain voltage moves. Does it change the resistance due to the metal?**

Let \(c\) include the gate-drain capacitance \(c_{gd}\), with total \(C_{gd}\). Let the drain voltage be \(-A\bar V\), where \(\bar V\) is the gate voltage averaged over the finger. The gate-drain part of the charging current is proportional to \(V-(-A\bar V)\), so a slice takes \(j\omega(cV+Ac_{gd}\bar V)\,dx\). Integration over the finger gives

\[
I_0=j\omega C_t\bar V,\qquad C_t=C+AC_{gd}.
\]

To relate \(\bar V\) to \(V_0\), average the voltage drop and exchange the order of integration:

\[
\bar V=V_0-\frac1W\int_0^Wdx\int_0^x rI(x')\,dx'
=V_0-\int_0^W rI(x')\left(1-\frac{x'}W\right)dx' .
\]

The weight \(1-x'/W\) is the fraction of the gate lying beyond \(x'\), which feels the drop there. The feedback part of the slice current is the same in every slice. The voltage departs from \(\bar V\) by an amount of order \(|I_0|R\), which changes the part \(j\omega cV\) by a total of order \(u|I_0|\). For \(u\ll1\) the current therefore tapers linearly whatever the gain, and the last integral is \(I_0R/3\). Therefore

\[
V_0=\bar V+\frac{I_0R}3,\qquad Z=\frac1{j\omega C_t}+\frac R3 .
\]

For real positive \(A\) the feedback raises the input capacitance and leaves the series resistance at \(R/3\) to leading order. A complex gain makes \(C_t\) complex, and \(1/(j\omega C_t)\) then has a real part of its own, which comes from the feedback and not from the gate metal.

**(f) Find the effect of other feeds, several fingers and a nonuniform capacitance.**

Feed the finger at \(x=sW\). The two sides have metal resistances \(sR\) and \((1-s)R\). At low frequency they take currents \(sI_0\) and \((1-s)I_0\), and each is a finger fed at one end. Adding their losses and dividing by \(|I_0|^2\) gives

\[
R_{\rm eff}=s^2\frac{sR}{3}+(1-s)^2\frac{(1-s)R}{3}
=\frac R3\left[s^3+(1-s)^3\right].
\]

The bracket equals \(1-3s+3s^2=\tfrac14+3(s-\tfrac12)^2\). It is least at the middle, where \(R_{\rm eff}=R/12\).

If both ends are driven by the same voltage, symmetry forbids current across the middle. Each half has metal resistance \(R/2\), hence effective resistance \(R/6\), and the two halves in parallel give \(R/12\) again. Both results leave out the metal that brings the signal to the feed points.

For \(N\) equal fingers in parallel, each fed at one end, the resistance is \(R/(3N)\). At fixed total width \(W_t=NW\) this equals \(rW^2/(3W_t)\). Halving the finger width and doubling the number of fingers then divides the resistance by four, if \(r\) is fixed and the common feed metal is negligible.

The factor one third relies on a uniform load. Let the capacitance density fall as \((2C/W)(1-x/W)\), with the same total \(C\). The fraction of capacitance beyond \(x\) is \((1-x/W)^2\), which is now \(I(x)/I_0\), and

\[
R_{\rm eff}=R\int_0^1t^4\,dt=\frac R5 .
\]

More of the charge is stored near the feed, so less current crosses the far metal.

**(g) Which resistance describes the thermal noise of the gate metal?**

Let the metal have temperature \(T\), and let each slice contain a noise voltage \(e(x)\,dx\), counted as a rise towards larger \(x\). Different slices are independent. In this part all amplitudes are rms values instead of peak values. Per unit bandwidth at positive frequencies,

\[
\langle e(x)e^*(x')\rangle=4kTr\,\delta(x-x'),
\]

where \(k\) is Boltzmann's constant. With uniform transconductance the drain current depends on the gate voltage through its average \(\bar V\). A rise at \(x'\) lifts the part of the gate beyond \(x'\), so it enters \(\bar V\) with the weight found in (e):

\[
\bar V=V_0-\frac{I_0R}3+e_g,\qquad
e_g=\int_0^We(x)\left(1-\frac xW\right)dx .
\]

The noise also drives currents that circulate within the finger. Their effect on \(\bar V\) is smaller by a factor of order \(u\) and is dropped. The delta function removes one of the two integrals in \(\langle|e_g|^2\rangle\):

\[
\langle|e_g|^2\rangle=4kTr\int_0^W\left(1-\frac xW\right)^2dx=4kT\,\frac R3 .
\]

The same weight governs signal loss and noise, so one resistor \(R/3\) at temperature \(T\) represents both. This also holds with a source impedance \(Z_s\). Take the drain at zero signal voltage and leave out the noise of the source itself. Then \(V_0=-Z_sI_0\) and \(I_0=j\omega C\bar V\), which give

\[
\bar V=\frac{e_g}{1+j\omega C(Z_s+R/3)},
\]

the response of a lumped circuit with \(e_g\), \(Z_s\), \(R/3\) and \(C\) in series.

**(h) Evaluate the results at 10 GHz for a copper-headed gate, and size the neglected effects.**

The parameters are rough values in the regime of a gallium nitride radio-frequency power transistor. The gate has a T-shaped cross-section, and its wide head carries nearly all the current along the finger. The head is 0.6 µm wide and 0.4 µm high, with resistivity 2.4 µΩ cm at 300 K. The finger width is 150 µm, the capacitance is 1.2 pF/mm, and there are eight fingers. Then

\[
r=\frac{2.4\times10^{-8}\ \Omega\,\mathrm m}{(0.6\times10^{-6}\ \mathrm m)(0.4\times10^{-6}\ \mathrm m)}
=1.0\times10^5\ \Omega/\mathrm m ,
\]

\[
R=15\ \Omega,\qquad C=0.18\ \mathrm{pF},\qquad
u=2\pi(10^{10}\ \mathrm{s^{-1}})(15\ \Omega)(0.18\times10^{-12}\ \mathrm F)=0.170 .
\]

The effective resistance is \(R/3=5.0\ \Omega\) per finger, or 0.63 Ω for eight in parallel. A middle feed, or a feed at both ends, would give 1.25 Ω per finger. A feed at \(s=0.3\) would give \(5.0\times(0.027+0.343)=1.85\ \Omega\).

The finite-frequency correction, \(-2u^2/315\), is about −0.02 %. The voltage at the open end is \(V_0/\cosh\theta\approx V_0(1-ju/2)\), a phase lag of 4.9°. At 300 K the noise voltage is

\[
\sqrt{4kT(5.0\ \Omega)}=0.29\ \mathrm{nV}/\sqrt{\mathrm{Hz}} .
\]

Finger inductance, chosen as 0.5 nH/mm, gives \(L=0.075\) nH and \(\omega L=4.7\ \Omega\), which is not small beside \(R\). Replacing \(R\) by \(R+j\omega L\) in the series leaves the real part of the second term at \(R/3\). The third term contributes

\[
-\frac1{45}\mathrm{Re}\left[j\omega C(R+j\omega L)^2\right]=\frac{2\omega^2RLC}{45},
\]

which is \(2\omega^2LC/15\), or 0.7 %, of \(R/3\). Inductance thus outweighs the correction in \(u^2\) here.

For the skin effect, treat the head as a strip of thickness \(d\) with magnetic field on one face. The current density then varies as \(\cosh\kappa z\), where \(z\) is measured from the field-free face, \(\kappa=(1+j)/\delta\), and \(\delta\) is the skin depth. The ratio of surface to mean density is \(\kappa d\coth\kappa d\), and its real part is the factor by which the resistance increases. The series of (c) with \((\kappa d)^4=-4(d/\delta)^4\) gives \(1+\tfrac4{45}(d/\delta)^4\). With \(\delta=0.78\) µm and the larger head dimension, \(d=0.6\) µm, the rise is about 3 %. This is a high estimate: the real field surrounds the head instead of acting on one face, which makes the current more even. A two-dimensional solution for the rectangular head, isolated or beside a nearby return plane, gives a rise of only 0.04 to 0.2 %.

Leakage, including tunnelling through the gate barrier, is represented by 10 µS/mm, or \(G=1.5\) µS. It adds 0.012 Ω at 10 GHz and equals \(R/3\) at 0.48 GHz. That frequency grows nearly as \(\sqrt G\) while \(GR\ll3\), so a hundredfold leakage would move it to about 4.8 GHz. With \(C_{gd}=0.018\) pF and \(A=10\), drain feedback doubles the input capacitance to 0.36 pF. The resistance due to the metal stays at \(R/3\), as in (e), while the doubled current doubles the phase lag at the open end to 9.7°. This is the case of a real gain. If \(A\) has magnitude 10 but lags by 15°, the real part of \(1/(j\omega C_t)\) is 5.8 Ω, more than \(R/3\) itself. Such a lag can arise from \(C_{gd}\) even with a resistive load, so the phase of the gain must be known before a measured input resistance is assigned to the metal. Inductance \(L_s\) in the source connection, left out of the model, adds about \(g_mL_s/C\) to the input resistance when the drain is at zero signal voltage, where \(g_m\) is the transconductance. With 300 mS/mm and 10 pH shared by the eight fingers this is 2.5 Ω, four times the 0.63 Ω of their metal.

Two further matters change the input resistance noticeably. Local series resistance, taken as 0.3 Ω mm, adds 2.0 Ω, or 40 % of \(R/3\), if it lies in series with the whole capacitance and the drain is at zero signal voltage. A channel resistance in series with the gate-source capacitance \(C-C_{gd}\) alone carries only part of the input current and is weighted by about \([(C-C_{gd})/C_t]^2\), which gives 1.6 Ω at \(A=0\) and 0.4 Ω at \(A=10\). It must be counted separately, as in (d). The other is heating: a power device does not run at 300 K. With a rough temperature coefficient of 0.004 per kelvin, copper at 425 K has \(1+0.004\times125=1.5\) times its resistance at 300 K. The effective resistance would then become 7.5 Ω and the noise voltage \(0.42\ \mathrm{nV}/\sqrt{\mathrm{Hz}}\), which rises through both \(R\) and \(T\). The coefficient is that of pure bulk copper. Scattering by defects and surfaces adds a resistivity that hardly depends on temperature, so the resistance of a thin film rises by a smaller factor. The 2.4 µΩ cm used here exceeds the bulk value of about 1.7 µΩ cm. If the excess does not change with temperature, the effective resistance at 425 K is nearer 6.8 Ω. The factor one third survives uniform heating. A finger hotter in some places than in others needs \(r(x)\) inside the loss integral, where the metal near the feed counts most.

Numerical values quoted here were computed with a short program.
